\section*{Optimized zT and the quality factor for acoustic-phonon scattering}

\section{How good can a semiconductor become when it is doped?}

A heavily doped semiconductor conducts well but has a small thermopower and carries much electronic heat. A lightly doped one hardly conducts, although its thermopower is large as long as minority carriers are negligible. The thermoelectric figure of merit,
\begin{equation}
zT=\frac{S^2\sigma T}{\kappa_L+\kappa_e},
\label{eq:zt}
\end{equation}
therefore has a maximum at some intermediate doping. Here $S$ is the thermopower, $\sigma$ the electrical conductivity, and $\kappa_L$ and $\kappa_e$ are the lattice and electronic heat conductivities. A measured sample may lie far from its maximum. To compare materials, one needs to know which of their constants fix the maximum itself.

Consider electrons in $N_v$ equivalent parabolic valleys of a cubic crystal. Assume that doping moves the chemical potential $\mu$ but changes neither the bands, nor the scattering, nor $\kappa_L$. Holes are neglected at first. Energies $E$ are measured from the band edge, with $x=E/k_BT$ and $\eta=\mu/k_BT$. The electron charge is $-e$, and $f=1/(e^{x-\eta}+1)$.

\section{Transport coefficients}

Let the field $\mathcal E$ and all gradients point along a cubic axis with coordinate $\xi$. Write the distribution as $f+\delta f$ and suppose that collisions relax $\delta f$ at a rate $1/\tau(E)$; this is proved for acoustic phonons in Section 4. Since $\hbar\dot k_\xi=-e\mathcal E$ and $\partial E/\partial k_\xi=\hbar v_\xi$, the field term of the linearized Boltzmann equation is $e\mathcal E v_\xi(-\partial f/\partial E)$. The spatial term follows by differentiating $(E-\mu)/k_BT$. Together,
\begin{equation}
v_\xi\left(-\frac{\partial f}{\partial E}\right)
\left[e\mathcal E+\frac{d\mu}{d\xi}+\frac{E-\mu}{T}\frac{dT}{d\xi}\right]
=-\frac{\delta f}{\tau}.
\label{eq:boltz}
\end{equation}
Define $\mathcal E^*=\mathcal E+e^{-1}d\mu/d\xi$ and the transport distribution
\begin{equation}
\sigma(E)=\frac{2e^2}{V}\sum_{\mathbf k}\tau v_\xi^2\,\delta(E-E_{\mathbf k}),
\label{eq:td}
\end{equation}
where the sum covers all valleys and the 2 counts spin. The electric current is the sum of $-ev_\xi\delta f/V$, and the heat current $j_Q$ is the sum of $(E-\mu)v_\xi\delta f/V$. Assume a power law,
\begin{equation}
\sigma(E)=\sigma_{E0}\,x^s,\qquad s>0,
\label{eq:power}
\end{equation}
and define the moments
\begin{equation}
I_n(\eta)=\int_0^\infty x^s(x-\eta)^n\left(-\frac{\partial f}{\partial x}\right)dx .
\label{eq:moments}
\end{equation}
With $E-\mu=k_BT(x-\eta)$, the currents become
\begin{align}
j&=\sigma_{E0}\left[I_0\mathcal E^*+\frac{k_B}{e}I_1\frac{dT}{d\xi}\right],
\label{eq:j}\\
j_Q&=-\sigma_{E0}\left[\frac{k_BT}{e}I_1\mathcal E^*
+\frac{k_B^2T}{e^2}I_2\frac{dT}{d\xi}\right].
\label{eq:q}
\end{align}

At uniform temperature, \eqref{eq:j} gives $\sigma=\sigma_{E0}I_0$. At zero current it gives $\mathcal E^*=-(k_B/e)(I_1/I_0)\,dT/d\xi$. The thermopower of electrons is negative; $S$ will denote its magnitude. Putting this $\mathcal E^*$ into \eqref{eq:q} gives the heat conductivity at zero current. Thus
\begin{equation}
S=\frac{k_B}{e}\frac{I_1}{I_0},\qquad
\kappa_e=\left(\frac{k_B}{e}\right)^2\sigma_{E0}T
\left(I_2-\frac{I_1^2}{I_0}\right).
\label{eq:coeff}
\end{equation}

The moment $I_1$ is positive. To see this, pair the energies $\eta\pm t$: the window $-\partial f/\partial x$ is equal at both, while $x^s$ is larger at the upper one. Where the lower one falls below the band edge, or $\eta<0$, only positive contributions remain.

\section{The maximum depends on one number}

By \eqref{eq:coeff}, the numerator of \eqref{eq:zt} is $(k_B/e)^2\sigma_{E0}T\,I_1^2/I_0$. Divide numerator and denominator by $(k_B/e)^2\sigma_{E0}T$ and define the quality factor
\begin{equation}
B=\left(\frac{k_B}{e}\right)^2\frac{\sigma_{E0}T}{\kappa_L}.
\label{eq:B}
\end{equation}
Multiplying numerator and denominator by $I_0$ then gives
\begin{equation}
zT=\frac{I_1^2}{I_0I_2-I_1^2+I_0/B}.
\label{eq:ztB}
\end{equation}
The moments contain $\eta$ and $s$ alone. Every material constant has entered $B$. Maximizing over $\eta$ removes $\eta$, so for a given $s$ the optimized value $zT_{\rm opt}$ is a function of $B$ alone.

A maximum does exist. Adding the numerator of \eqref{eq:ztB} to its denominator gives
\begin{equation}
\frac{zT}{1+zT}=\frac{I_1^2}{I_0\,(I_2+1/B)}.
\label{eq:ratio}
\end{equation}
For $\eta\to-\infty$ the window is $e^{\eta-x}$, so $I_0$ falls as $e^{\eta}$ and $I_1$ as $|\eta|e^{\eta}$. The right side is at most $BI_1^2/I_0$, which vanishes as $\eta^2e^\eta$. For $\eta\to+\infty$ the window is narrow compared with $\eta$. Expanding $x^s$ about $\eta$ and using $\int t^2(-\partial f/\partial t)\,dt=\pi^2/3$ with $t=x-\eta$ gives $I_0\simeq\eta^s$, $I_1\simeq s\eta^{s-1}\pi^2/3$ and $I_2\simeq\eta^s\pi^2/3$. The right side is then at most $I_1^2/(I_0I_2)\simeq s^2\pi^2/(3\eta^2)$, which also vanishes. The Cauchy--Schwarz inequality for the positive weight $x^s(-\partial f/\partial x)$ gives $I_1^2\le I_0I_2$, so the denominator of \eqref{eq:ztB} is positive. Between these ends $zT$ is therefore positive and continuous, so it has a maximum.

The maximum rises with $B$. At fixed $\eta$, \eqref{eq:ztB} increases with $B$; a larger $B$ thus gives a larger $zT$ already at the old optimum, and re-optimizing cannot lower it. The rate of growth has a direct meaning. At the optimum a small shift of $\eta$ does not change $zT$ to first order, so only the explicit $B$ in \eqref{eq:ztB} is differentiated:
\begin{equation}
\frac{d\ln zT_{\rm opt}}{d\ln B}
=\frac{I_0/B}{I_0I_2-I_1^2+I_0/B}
=\frac{\kappa_L}{\kappa_L+\kappa_e}.
\label{eq:growth}
\end{equation}
The last form follows on multiplying above and below by $(k_B/e)^2\sigma_{E0}T/I_0$. An improvement of $B$ pays less when electrons already carry much of the heat.

\section{Acoustic phonons}

\subsection{The scattering rate}

A long-wave longitudinal phonon changes the band edge by $D\,\nabla\!\cdot\mathbf u$, where $D$ is the deformation potential, taken isotropic, and $\mathbf u$ is the displacement. In a crystal of volume $V$ and mass density $\rho$, a mode of wave number $q$ and frequency $\omega=v_sq$ has the displacement amplitude $\sqrt{\hbar/(2\rho V\omega)}$, and the divergence supplies a factor $q$. The squared matrix elements are
\begin{equation}
|M|^2=\frac{D^2\hbar q^2}{2\rho V\omega}\times
\begin{cases}N_q&\text{absorption}\\ N_q+1&\text{emission,}\end{cases}
\label{eq:M}
\end{equation}
with $N_q$ the Bose occupation. If $k_BT\gg\hbar\omega$, both occupation factors are close to $k_BT/\hbar\omega$. With the elastic constant $c_l=\rho v_s^2$, also taken isotropic, each process has $|M|^2=D^2k_BT/(2Vc_l)$. The dependence on $q$ has cancelled. Neglecting the phonon energy in the energy balance and adding both processes, one finds the transition rate
\begin{equation}
W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\frac{D^2k_BT}{Vc_l}\,
\delta(E_{\mathbf k}-E_{\mathbf k'}).
\label{eq:W}
\end{equation}

Let scattering stay within a valley. For elastic scattering the Pauli factors combine as $f_{\mathbf k}(1-f_{\mathbf k'})-f_{\mathbf k'}(1-f_{\mathbf k})=f_{\mathbf k}-f_{\mathbf k'}$, so the collision term is $-\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\delta f_{\mathbf k}-\delta f_{\mathbf k'})$. The trial solution of \eqref{eq:boltz} is $v_\xi$ times a function of energy. With $\mathbf k$ measured from the valley centre, $E$ is even and $v_\xi$ odd in $\mathbf k$, while $W$ weights all final states of the shell equally. Hence the $\delta f_{\mathbf k'}$ term sums to zero. The relaxation time is therefore a solution of the collision problem, with
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\frac{D^2k_BT}{c_l}\,g_1(E),
\label{eq:tau}
\end{equation}
where $g_1$ is the density of states per volume, valley and spin.

How hot must the crystal be? An electron of energy $k_BT$ and mass $m$ has $\hbar k=\sqrt{2mk_BT}$ and meets phonons up to about $q=2k$. Requiring $2\hbar kv_s\ll k_BT$ and squaring gives $k_BT\gg 8mv_s^2$. The program evaluates the total golden-rule rate of scattering out of one state of an isotropic, otherwise empty valley (no Pauli blocking, no scattering-in term), with the true phonon energies and Bose factors, for $m=0.2\,m_e$, $c_l=70$ GPa and $\rho=6000$ kg/m$^3$. At $E=k_BT$ its ratio to \eqref{eq:tau} is 0.9997 at 600 K, but 0.835 at 1 K.

\subsection{The inertial mass}

For an ellipsoidal valley $E=\sum_i\hbar^2k_i^2/2m_i$. Set $w_i=\hbar k_i/\sqrt{m_i}$. Then $E=w^2/2$, and the Jacobian is constant, so states on the energy shell are uniformly spread over a sphere in $\mathbf w$. Thus $\langle w_i^2\rangle=2E/3$, and since $v_i=w_i/\sqrt{m_i}$,
\begin{equation}
\langle v_i^2\rangle=\frac{2E}{3m_i}.
\label{eq:vi}
\end{equation}
Cubic symmetry makes the velocity tensor summed over valleys isotropic. Its $\xi\xi$ component per valley is one third of the trace:
\begin{equation}
\langle v_\xi^2\rangle=\frac13\sum_{i=1}^3\frac{2E}{3m_i}
=\frac{2E}{3m_I},\qquad
\frac{3}{m_I}=\frac1{m_1}+\frac1{m_2}+\frac1{m_3}.
\label{eq:mI}
\end{equation}

\subsection{The quality factor}

The sum \eqref{eq:td} equals $2e^2N_vg_1\tau\langle v_\xi^2\rangle$. By \eqref{eq:tau}, $g_1\tau=\hbar c_l/(2\pi D^2k_BT)$: more states carry current, but they are also available as final states, and the two effects cancel. Therefore
\begin{equation}
\sigma(E)=2e^2N_v\,\frac{\hbar c_l}{2\pi D^2k_BT}\,\frac{2E}{3m_I}
=\sigma_{E0}\frac{E}{k_BT},\qquad
\sigma_{E0}=\frac{2e^2\hbar c_lN_v}{3\pi m_ID^2}.
\label{eq:sE0}
\end{equation}
This is \eqref{eq:power} with $s=1$. Inserting it into \eqref{eq:B} gives
\begin{equation}
B=\frac{2k_B^2\hbar}{3\pi}\,\frac{T\,N_vc_l}{m_ID^2\kappa_L}.
\label{eq:Bac}
\end{equation}
Besides the material constants, $B$ contains the temperature.

The density-of-states mass $m_d=(m_1m_2m_3)^{1/3}$ is absent from \eqref{eq:Bac}, but it sets the doping needed. In the variables $\mathbf w$, the state density is $m_d^{3/2}\,4\pi w^2dw/(2\pi\hbar)^3$. With $w^2dw=\sqrt{2E}\,dE$ this gives $g_1=m_d^{3/2}\sqrt{2E}/(2\pi^2\hbar^3)$, and $n=2N_v\int g_1f\,dE$ becomes
\begin{equation}
n=\frac{N_v(2m_dk_BT)^{3/2}}{2\pi^2\hbar^3}F_{1/2}(\eta),
\qquad F_j(\eta)=\int_0^\infty x^jf\,dx .
\label{eq:n}
\end{equation}

\section{The optimum for $s=1$}

Integration by parts gives $\int_0^\infty x^p(-\partial f/\partial x)\,dx=pF_{p-1}$ for $p\ge1$. Expanding the powers of $x-\eta$ in \eqref{eq:moments},
\begin{equation}
I_0=F_0,\quad I_1=2F_1-\eta F_0,\quad I_2=3F_2-4\eta F_1+\eta^2F_0 .
\label{eq:I}
\end{equation}
Because $\partial f/\partial\eta=-\partial f/\partial x$, one has $F_j'=jF_{j-1}$ for $j\geq1$ and $F_0'=f_0=1/(1+e^{-\eta})$, where the prime means $d/d\eta$. Hence
\begin{equation}
I_0'=f_0,\quad I_1'=F_0-\eta f_0,\quad
I_2'=2F_1-2\eta F_0+\eta^2f_0 .
\label{eq:dI}
\end{equation}
Since $zT/(1+zT)$ rises with $zT$, both have the same optimum. Setting the logarithmic derivative of \eqref{eq:ratio} to zero gives $2I_1'/I_1-I_0'/I_0=I_2'/(I_2+1/B)$, or
\begin{equation}
\frac1B=\frac{I_2'}{2I_1'/I_1-I_0'/I_0}-I_2 .
\label{eq:inverse}
\end{equation}
Where the right side is positive, this gives explicitly the $B$ for which $zT$ is stationary at a chosen $\eta$. The denominator vanishes at $\eta=0.668$, where the power factor $S^2\sigma\propto I_1^2/I_0$ is largest. On a grid from $\eta=-12$ to just below this point, the right side is positive and rises with $\eta$; on a grid from just above it to $\eta=12$, it is negative. This is numerical evidence, not a proof, that each $B$ has a single optimum. Some values are:
\begin{center}
\begin{tabular}{cccc}
$B$ & $\eta_{\rm opt}$ & $S$ ($\mu$V/K) & $zT_{\rm opt}$\\
0.1 & 0.08 & 200 & 0.34\\
0.2 & $-0.21$ & 218 & 0.60\\
0.4 & $-0.57$ & 241 & 1.02\\
0.8 & $-0.96$ & 270 & 1.65\\
1.6 & $-1.40$ & 303 & 2.52
\end{tabular}
\end{center}

For small $B$, the term $I_0/B$ dominates the denominator of \eqref{eq:ztB}. The optimum is then that of the power factor, and $zT_{\rm opt}\simeq4.06\,B$.

For large $B$, the optimum moves to large negative $\eta$, where $F_j\simeq j!\,e^\eta$. Then $I_0=e^\eta$, $I_1=(2-\eta)e^\eta$ and $I_2=(6-4\eta+\eta^2)e^\eta$, so $I_0I_2-I_1^2=2e^{2\eta}$. With $w=-\eta$ now a number and $A=e^w/B$, \eqref{eq:ztB} becomes
\begin{equation}
zT\simeq\frac{(w+2)^2}{2+A}.
\label{eq:nondeg}
\end{equation}
Because $dA/dw=A$, the maximum requires $2(2+A)=(w+2)A$, hence $A=4/w$. It follows that
\begin{equation}
we^w=4B,\qquad zT_{\rm opt}\simeq\frac{(w+2)^2}{2+4/w}=\frac{w(w+2)}2 .
\label{eq:lambert}
\end{equation}
So $w$ is the Lambert function of $4B$, and within this model $zT_{\rm opt}$ has no upper bound, though it grows only as the square of a logarithm. At $B=10^4$, a value chosen to test the limit, the full optimum and \eqref{eq:lambert} both give 44.26.

\section{A worked example}

Take a model semiconductor with four $\langle111\rangle$ valleys, masses $0.6$, $0.15$ and $0.15\,m_e$, $D=15$ eV, $c_l=70$ GPa, $\kappa_L=1.5$ W/(m\,K) and $T=600$ K. From \eqref{eq:mI},
\begin{equation}
\frac{m_I}{m_e}=\frac{3}{1/0.6+2/0.15}=\frac3{15}=0.200 .
\end{equation}
Equation \eqref{eq:sE0} gives $\sigma_{E0}=1.529\times10^5$ S/m, and \eqref{eq:B} gives
\begin{equation}
B=\left(\frac{k_B}{e}\right)^2
\frac{(1.529\times10^5\ \text{S/m})(600\ \text{K})}{1.5\ \text{W/(m\,K)}}=0.454 .
\end{equation}
The condition \eqref{eq:inverse} yields $\eta=-0.635$. There $S=246.2$ $\mu$V/K, $\sigma=6.50\times10^4$ S/m and $\kappa_e=0.610$ W/(m\,K), so that
\begin{equation}
zT_{\rm opt}=\frac{(246.2\times10^{-6})^2(6.50\times10^4)(600)}{1.5+0.610}=1.12 .
\end{equation}
With $m_d=0.238\,m_e$, \eqref{eq:n} gives $n=1.49\times10^{19}$ cm$^{-3}$. The lattice carries $1.5/2.110=0.711$ of the heat; by \eqref{eq:growth}, a one per cent gain in $B$ raises $zT_{\rm opt}$ by about 0.7 per cent. Doubling $N_v$ with all else fixed doubles $B$ to 0.908 and raises $zT_{\rm opt}$ to 1.79.

A second model has six $\langle100\rangle$ valleys with masses 0.9, 0.3 and $0.3\,m_e$, $D=10$ eV, $c_l=120$ GPa and $T=400$ K. With $\kappa_L=3.0$ W/(m\,K) it has the same $B$. Direct integration over $\mathbf k$ gives the same optimum, $\eta=-0.635$ and $zT=1.12$, although $\sigma$ is three times larger and $n=2.98\times10^{19}$ cm$^{-3}$. Replacing the valleys of the first model by isotropic ones of mass $0.2\,m_e$ leaves $m_I$, $B$ and $zT_{\rm opt}$ unchanged. The smaller $m_d$ lowers the optimum density to $1.15\times10^{19}$ cm$^{-3}$.

\section{Where the scaling fails}

\textit{Another scattering law.} The function $zT_{\rm opt}(B)$ belongs to one exponent. At $B=0.454$ it is 1.12 for $s=1$, 1.79 for $s=3/2$ (constant $\tau$) and 2.73 for $s=2$. These figures do not rank scattering mechanisms, because $\sigma_{E0}$ fixes $\sigma(E)$ at the single energy $E=k_BT$.

\textit{Intervalley scattering.} Suppose elastic transitions to each other valley have $r$ times the strength of \eqref{eq:W}. The scattering-in term still vanishes, valley by valley, but the rate \eqref{eq:tau} is multiplied by $1+(N_v-1)r$. In \eqref{eq:Bac}, $N_v$ is replaced by $N_v/[1+(N_v-1)r]$. The exponent stays $s=1$, so the function $zT_{\rm opt}(B)$ survives; what fails is the proportionality of $B$ to $N_v$. For $r=1$ the benefit of many valleys is gone. A numerical solution of the full collision equation for the four-valley model confirms the reduction of $\sigma_{E0}$ to 0.250 of its intravalley value.

\textit{Minority carriers.} Add a valence band that mirrors the conduction band across a gap $gk_BT$. A hole has energy $x'=-x-g$, so $x-\eta=-(x'-\eta_h)$ with $\eta_h=-\eta-g$. The moments become $I_n(\eta)+(-1)^nI_n(-\eta-g)$: holes add to $I_0$ and $I_2$ but subtract from $I_1$. Now $zT_{\rm opt}$ depends on $g$ as well as $B$. At $B=0.454$ it is 0.72 for $g=4$, 1.08 for $g=8$, and 1.12 for $g=20$, where the one-band value is recovered.

\textit{Doping-dependent constants.} If dopants change $\kappa_L$, the masses or the scattering, $B$ itself varies along the doping axis, and the maximization at fixed $B$ no longer applies.

The numerical check checks the main formulas and the numerical examples. It tests intervalley scattering only at $r=0$ and $r=1$, and does not treat doping-dependent constants.

\section*{Computed values}
\begin{verbatim}
model 1: N_v = 4, T = 600 K, D = 15 eV, c_l = 70 GPa
  m_I = 0.2000 m_e, m_d = 0.2381 m_e, kappa_L = 1.5000 W/(m K)
  sigma_E0 = 1.5286e+05 S/m, B = 0.4540
  optimum: eta = -0.6348, |S| = 246.2 uV/K, n = 1.492e+19 cm^-3
  sigma = 6.5008e+04 S/m, kappa_e = 0.6100 W/(m K), zT = 1.1209
model 2: N_v = 6, T = 400 K, D = 10 eV, c_l = 120 GPa
  m_I = 0.3857 m_e, m_d = 0.4327 m_e, kappa_L = 3.0000 W/(m K)
  sigma_E0 = 4.5858e+05 S/m, B = 0.4540
  optimum: eta = -0.6348, |S| = 246.2 uV/K, n = 2.983e+19 cm^-3
  sigma = 1.9503e+05 S/m, kappa_e = 1.2200 W/(m K), zT = 1.1209
model 3: N_v = 4, T = 600 K, D = 15 eV, c_l = 70 GPa
  m_I = 0.2000 m_e, m_d = 0.2000 m_e, kappa_L = 1.5000 W/(m K)
  sigma_E0 = 1.5286e+05 S/m, B = 0.4540
  optimum: eta = -0.6348, |S| = 246.2 uV/K, n = 1.148e+19 cm^-3
  sigma = 6.5008e+04 S/m, kappa_e = 0.6100 W/(m K), zT = 1.1209
model 1 and 3 valley masses: 1 long, 2 transverse, in m_e:
  model 1: 0.600, 0.150, 0.150
  model 2: 0.900, 0.300, 0.300
  model 3: 0.200, 0.200, 0.200
stationarity condition, model 1: eta = -0.6348, zT = 1.1209
d ln zT_opt / d ln B = 0.7109; kappa_L/kappa = 0.7109
optimum against B for s = 1 (B, eta, |S| in uV/K, zT):
  0.1000  0.0801  199.6  0.3395
  0.2000  -0.2127  217.9  0.6038
  0.4000  -0.5650  241.4  1.0234
  0.8000  -0.9642  269.9  1.6480
  1.6000  -1.4000  302.7  2.5233
  0.9081  -1.0414  275.5  1.7881
small B: eta = 0.6681, zT_opt/B = 4.0603
B = 10000: eta = -8.4612, -W = -8.4611
  zT = 44.256, Lambert limit = 44.257
same B as model 1 but s = 1.5: zT_opt = 1.7884
same B as model 1 but s = 2.0: zT_opt = 2.7305
same B, mirror valence band, gap 4 kT: zT_opt = 0.7152
same B, mirror valence band, gap 8 kT: zT_opt = 1.0791
same B, mirror valence band, gap 20 kT: zT_opt = 1.1209
collision equation / formula, intravalley only: 0.99998
  with equal intervalley strength: 0.25000
phonon rate / elastic formula at E = kT, 600 K: 0.99970
  at 1 K: 0.8350 (mass density 6000 kg/m^3)
\end{verbatim}
